# Contact pressure under a rigid flat wafer on a thick elastic pad: verification in Python

```python
"""
Result under test: a rigid flat disc of radius a, pressed without friction on
an elastic half-space, has pressure p(r) = (p_m/2)/sqrt(1-r^2/a^2) and sink
delta = pi*a*p_m/(2*E_star), where p_m is the mean pressure, E_star=E/(1-nu^2),
E is Young's modulus and nu is Poisson's ratio.
A layer of thickness h on a smooth rigid base is also solved, to find when
the half-space result applies. Tests use units with a = E_star = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import ellipe, ellipk, ellipkm1, j0, j1


def gauss_panels(upper, panels, order=20):
    """Composite Gauss-Legendre nodes and weights on (0, upper)."""
    x, w = np.polynomial.legendre.leggauss(order)
    width = upper / panels
    starts = width * np.arange(panels)
    nodes = (starts[:, None] + width * (x + 1) / 2).ravel()
    return nodes, np.tile(w * width / 2, panels)


def layer_factor(x):
    """sinh(x)^2/(sinh(x)cosh(x)+x), written without overflow."""
    e = np.exp(-2 * x)
    return (1 - e)**2 / (1 - e**2 + 4 * x * e)


def wave_response(thickness, nu, pressure, shear):
    """Surface amplitudes (U, W) for wavenumber 1 and E_star=1.
    Displacements are U(z)sin(x), W(z)cos(x); the base is smooth and rigid."""
    young = 1 - nu**2
    G = young / (2 * (1 + nu))
    lam = 2 * G * nu / (1 - 2 * nu)
    c = (lam + G) / G
    system = np.array([
        [0, 1, 0, 0],
        [1 + c, 0, 0, c],
        [0, 0, 0, 1],
        [0, -(lam + G) / (lam + 2 * G), G / (lam + 2 * G), 0]])
    transfer = expm(system * thickness)
    conditions = np.array([
        [0, G, -G, 0],
        [lam, 0, 0, lam + 2 * G],
        transfer[2],
        transfer[1]])
    state = np.linalg.solve(conditions, [-shear, -pressure, 0, 0])
    return state[0], state[2]


def surface_sink(pressure, r):
    """Direct integral of pressure/(pi*distance) over the unit disc."""
    def integrand(theta):
        s = np.sin(theta)
        kernel = 4 * ellipkm1(((r - s) / (r + s))**2) / (r + s)
        return pressure(s) * s * np.cos(theta) * kernel / np.pi
    if r < 1:
        split = np.arcsin(r)
        return (quad(integrand, 0, split, limit=200)[0]
                + quad(integrand, split, np.pi / 2, limit=200)[0])
    return quad(integrand, 0, np.pi / 2, limit=200)[0]


def uniform_disc_sink(b, r):
    """Half-space sink at r under unit pressure on a disc of radius b."""
    m_in = np.minimum((r / b)**2, 1 - 1e-15)
    m_out = np.minimum((b / r)**2, 1 - 1e-15)
    inside = 4 * b / np.pi * ellipe(m_in)
    outside = 4 * r / np.pi * (ellipe(m_out) - (1 - m_out) * ellipk(m_out))
    return np.where(r < b, inside, outside)


def ring_contact(h=None, count=300):
    """Unknown constant pressures on rings, found from unit sink alone."""
    angle = np.linspace(0, np.pi / 2, count + 1)
    edges = np.sin(angle)
    points = np.sin((angle[:-1] + angle[1:]) / 2)
    discs = uniform_disc_sink(edges[None, 1:], points[:, None])
    if h is not None:
        top = 16 / h
        k, wk = gauss_panels(top, int(np.ceil(top / 8)) + 10)
        left = j0(np.outer(points, k)) * (wk * (layer_factor(k * h) - 1) / k)
        right = j1(np.outer(k, edges[1:])) * edges[1:]
        discs = discs + 2 * left @ right
    influence = np.diff(np.column_stack([np.zeros(count), discs]), axis=1)
    p = np.linalg.solve(influence, np.ones(count))
    loads = p * np.pi * np.diff(edges**2)
    return edges, p, loads


def layer_contact(h):
    """Integral-equation solution for a layer of thickness h.
    Returns centre/mean pressure, load relative to half-space at equal sink,
    and centre pressure divided by E_star*delta/h."""
    top = 16 / h
    k, wk = gauss_panels(top, int(np.ceil(top / 8)) + 10)
    t, wt = gauss_panels(1.0, int(np.ceil(top / 16)) + 3)
    weight = 2 / np.pi * wk * (layer_factor(k * h) - 1)
    cosine = np.cos(np.outer(t, k))
    matrix = np.eye(t.size) + ((cosine * weight) @ cosine.T) * wt
    g = np.linalg.solve(matrix, np.ones(t.size))
    transform = cosine.T @ (wt * g)
    g_edge = 1 - np.sum(weight * np.cos(k) * transform)
    slope = np.sin(np.outer(t, k)) @ (weight * k * transform)
    centre = g_edge - np.sum(wt * slope / t)
    load = np.sum(wt * g)
    return centre / (2 * load), load, centre * h / np.pi


def pressure_ratio(rho):
    """Derived pressure divided by its mean, at rho=r/a."""
    return 0.5 / np.sqrt(1 - rho**2)


# Elastic response: equilibrium equations against the derived factors.
for x in (0.3, 1.5, 8.0):
    _, W = wave_response(x, 0.3, 1, 0)
    assert abs(W / (2 * layer_factor(x)) - 1) < 1e-6
for nu_test in (0.1, 0.3, 0.45):
    U, W = wave_response(9.0, nu_test, 1, 0)
    _, W_shear = wave_response(9.0, nu_test, 0, 1)
    coupling = (1 - 2 * nu_test) / (2 * (1 - nu_test))
    assert abs(W - 2) < 1e-5
    assert abs(U / W + coupling) < 1e-5
    assert abs(abs(W_shear / W) - coupling) < 1e-5

# Bessel integrals; slight damping makes the oscillating integral converge.
k, wk = gauss_panels(3000, 1000)
for r, t in ((1.0, 0.6), (0.6, 1.0)):
    value = np.sum(wk * np.exp((-0.01 + 1j * t) * k) * j0(k * r))
    expected = (1 / np.sqrt(r*r - t*t) if r > t
                else 1j / np.sqrt(t*t - r*r))
    assert abs(value - expected) < 0.03

# Direct surface integral of the derived pressure, inside and outside.
for r in (0.1, 0.5, 0.9):
    assert abs(surface_sink(pressure_ratio, r) - np.pi / 2) < 1e-5
assert abs(surface_sink(pressure_ratio, 1.3) - np.arcsin(1 / 1.3)) < 1e-5

# Ring solution, which is given neither the pressure law nor its exponent.
for r in (0.4, 1.4):
    direct = surface_sink(lambda s: 1.0, r)
    assert abs(direct - uniform_disc_sink(1.0, r)) < 1e-6
edges, ring_p, loads = ring_contact()
ring_centre = ring_p[0] * np.pi / loads.sum()
ring_stiffness = loads.sum() / 2
outer_load = 1 - np.cumsum(loads)[:-1] / loads.sum()
root = np.sqrt(1 - edges[1:-1]**2)
assert abs(ring_centre - 0.5) < 0.01
assert abs(ring_stiffness - 1) < 0.01
assert np.max(np.abs(outer_load - root)) < 0.01
near = (root > 0.08) & (root < 0.4)
load_power = np.polyfit(np.log(1 - edges[1:-1][near]),
                        np.log(outer_load[near]), 1)[0]
edge_exponent = load_power - 1
assert abs(edge_exponent + 0.5) < 0.02

# Finite thickness: integral equation against the separate ring solution.
for h in (1.0, 0.1):
    ratio, stiffness, _ = layer_contact(h)
    _, p, q = ring_contact(h)
    assert abs(p[0] * np.pi / q.sum() - ratio) < 0.01
    assert abs(q.sum() / 2 / stiffness - 1) < 0.015
assert abs(layer_contact(50.0)[0] - 0.5) < 1e-4

# Plate deflection when the whole reaction is placed at the rim.
R, A, D, q, v = sp.symbols("R A D q v", positive=True)
plate = q * (A**2 - R**2) * ((5 + v) * A**2 / (1 + v) - R**2) / (64 * D)


def radial_laplacian(f):
    return sp.diff(R * sp.diff(f, R), R) / R


assert sp.simplify(D * radial_laplacian(radial_laplacian(plate)) - q) == 0
moment = sp.diff(plate, R, 2) + v * sp.diff(plate, R) / R
assert sp.simplify(moment.subs(R, A)) == 0
assert plate.subs(R, A) == 0

# Worked example, in SI units internally; material inputs are rough values.
a, h_block = 12.5e-3, 100e-3
p_mean, young, nu = 20e3, 5e6, 0.3
E_star = young / (1 - nu**2)
force = np.pi * a**2 * p_mean
sink = force / (2 * a * E_star)
block_ratio, block_load, _ = layer_contact(h_block / a)

friction = 0.3
friction_size = friction * (1 - 2 * nu) / (2 * (1 - nu))
wafer_E, wafer_nu, wafer_t = 160e9, 0.25, 0.775e-3
rigidity = wafer_E * wafer_t**3 / (12 * (1 - wafer_nu**2))
bending = float(plate.subs({R: 0, A: a, D: rigidity, q: p_mean, v: wafer_nu}))
rough_length = 5e-6
rough_mean = rough_length * np.log(1 / pressure_ratio(0))
rough_edge = rough_length * np.log(pressure_ratio(0.99) / pressure_ratio(0))
p_limit = 0.1 * E_star
strip = a * (1 - np.sqrt(1 - (p_mean / (2 * p_limit))**2))

a_prod, h_prod = 150e-3, 2e-3
prod_ratio, prod_load, prod_local = layer_contact(h_prod / a_prod)
sink_prod_half = np.pi * a_prod * p_mean / (2 * E_star)
sink_prod = sink_prod_half / prod_load
assert abs(prod_local - 1) < 1e-3
assert 0.9 < prod_ratio < 1.1

print("TESTS WITHOUT AN ASSUMED PRESSURE LAW")
print(f"Ring solution, centre/mean pressure: {ring_centre:.4f}")
print(f"Ring solution, load/(2 a E* sink): {ring_stiffness:.4f}")
print(f"Ring solution, edge pressure exponent: {edge_exponent:.4f}")
print("BENCH EXAMPLE: INPUTS")
print(f"Wafer radius a: {a*1e3:.1f} mm")
print(f"Block thickness: {h_block*1e3:.0f} mm")
print(f"Mean pressure: {p_mean/1e3:.1f} kPa = {p_mean/constants.psi:.2f} psi")
print(f"Pad Young modulus: {young/1e6:.1f} MPa")
print(f"Pad Poisson ratio: {nu:.2f}")
print("BENCH EXAMPLE: HALF-SPACE RESULTS")
print(f"Reduced modulus E*: {E_star/1e6:.3f} MPa")
print(f"Force: {force:.3f} N")
print(f"Sink: {sink*1e6:.1f} um")
print(f"Sink/radius: {sink/a:.5f}")
for rho in (0, 0.5, np.sqrt(3) / 2, 0.9, 0.99):
    value = p_mean * pressure_ratio(rho)
    print(f"Pressure at r/a={rho:.3f}: {value/1e3:.2f} kPa")
print(f"Centre pressure: {p_mean*pressure_ratio(0)/constants.psi:.2f} psi")
for rho in (0.9, 0.99):
    print(f"Load outside r/a={rho:.2f}: {100*np.sqrt(1-rho**2):.1f} %")
print("BENCH EXAMPLE: NEGLECTED EFFECTS")
print(f"Finite block, centre/mean pressure: {block_ratio:.5f}")
print(f"Finite block, sink/half-space sink: {1/block_load:.4f}")
print(f"Friction coefficient (rough): {friction:.2f}")
print(f"Friction/normal displacement scale: {friction_size:.4f}")
print(f"Wafer thickness: {wafer_t*1e3:.3f} mm")
print(f"Wafer Young modulus (rough): {wafer_E/1e9:.0f} GPa")
print(f"Wafer Poisson ratio (rough): {wafer_nu:.2f}")
print(f"Wafer bending, overestimate: {bending*1e6:.2f} um")
print(f"Bending overestimate/sink: {100*bending/sink:.1f} %")
print(f"Roughness decay length (rough): {rough_length*1e6:.1f} um")
print(f"Roughness closure, centre to p=mean: {rough_mean*1e6:.2f} um")
print(f"Roughness closure, centre to 0.99a: {rough_edge*1e6:.2f} um")
print(f"Latter closure/sink: {100*rough_edge/sink:.1f} %")
print(f"Small-strain marker 0.1 E*: {p_limit/1e3:.1f} kPa")
print(f"Edge strip above marker: {strip*1e6:.2f} um")
print("PRODUCTION GEOMETRY, SAME PAD MATERIAL AND MEAN PRESSURE")
print(f"Wafer radius: {a_prod*1e3:.0f} mm")
print(f"Pad thickness: {h_prod*1e3:.1f} mm")
print(f"Layer solution, centre/mean pressure: {prod_ratio:.4f}")
print(f"Layer solution, centre pressure: {prod_ratio*p_mean/1e3:.2f} kPa")
print(f"Layer solution, sink: {sink_prod*1e6:.2f} um")
print(f"Half-space formula, sink: {sink_prod_half*1e6:.1f} um")
print(f"Centre pressure/(E* sink/h): {prod_local:.6f}")
print("PASS")
```

Printed output:

```
TESTS WITHOUT AN ASSUMED PRESSURE LAW
Ring solution, centre/mean pressure: 0.5000
Ring solution, load/(2 a E* sink): 1.0000
Ring solution, edge pressure exponent: -0.5064
BENCH EXAMPLE: INPUTS
Wafer radius a: 12.5 mm
Block thickness: 100 mm
Mean pressure: 20.0 kPa = 2.90 psi
Pad Young modulus: 5.0 MPa
Pad Poisson ratio: 0.30
BENCH EXAMPLE: HALF-SPACE RESULTS
Reduced modulus E*: 5.495 MPa
Force: 9.817 N
Sink: 71.5 um
Sink/radius: 0.00572
Pressure at r/a=0.000: 10.00 kPa
Pressure at r/a=0.500: 11.55 kPa
Pressure at r/a=0.866: 20.00 kPa
Pressure at r/a=0.900: 22.94 kPa
Pressure at r/a=0.990: 70.89 kPa
Centre pressure: 1.45 psi
Load outside r/a=0.90: 43.6 %
Load outside r/a=0.99: 14.1 %
BENCH EXAMPLE: NEGLECTED EFFECTS
Finite block, centre/mean pressure: 0.50064
Finite block, sink/half-space sink: 0.9077
Friction coefficient (rough): 0.30
Friction/normal displacement scale: 0.0857
Wafer thickness: 0.775 mm
Wafer Young modulus (rough): 160 GPa
Wafer Poisson ratio (rough): 0.25
Wafer bending, overestimate: 4.84 um
Bending overestimate/sink: 6.8 %
Roughness decay length (rough): 5.0 um
Roughness closure, centre to p=mean: 3.47 um
Roughness closure, centre to 0.99a: 9.79 um
Latter closure/sink: 13.7 %
Small-strain marker 0.1 E*: 549.5 kPa
Edge strip above marker: 2.07 um
PRODUCTION GEOMETRY, SAME PAD MATERIAL AND MEAN PRESSURE
Wafer radius: 150 mm
Pad thickness: 2.0 mm
Layer solution, centre/mean pressure: 0.9953
Layer solution, centre pressure: 19.91 kPa
Layer solution, sink: 7.25 um
Half-space formula, sink: 857.7 um
Centre pressure/(E* sink/h): 1.000000
PASS
```
